\section*{Finite-nucleus shift of the 1s level: scaling and size in mercury}

\section*{Question}

A point nucleus attracts an electron with the potential $-Z/r$ down to $r=0$. A real nucleus has a finite radius, inside which the attraction is weaker, so the 1s level lies higher. How does this shift depend on the nuclear radius and charge, what does it become for light atoms, and how large is it for a mercury nucleus with a single electron?

\section*{Answer}

\subsection*{The model and the point-nucleus solution}

We use Hartree atomic units, with $c=1/\alpha$, and count energies without the rest energy. The nucleus is fixed and spherical, with all its charge within radius $R$, and $ZR\ll1$. Other electrons, recoil and quantum-electrodynamic corrections are omitted. Define
\[
\zeta=Z\alpha=\frac Zc<1,\qquad \gamma=\sqrt{1-\zeta^2}.
\]
Let $P/r$ and $Q/r$ be the large and small radial functions. For $s_{1/2}$ states the radial Dirac equations are, in our sign convention,
\begin{align}
P'&=\frac Pr+\left(2c+\frac{E-V}{c}\right)Q, \label{P}\\
Q'&=-\frac Qr-\frac{E-V}{c}P. \label{Q}
\end{align}

For the point nucleus, $V_0=-Z/r$, we try $P_0\propto r^\gamma e^{-Zr}$ and $Q_0=q_+P_0$ with constant $q_+$. The $1/r$ terms of \eqref{P} and \eqref{Q} require
\[
\gamma=1+\zeta q_+,\qquad q_+(\gamma+1)=-\zeta .
\]
Both hold for $q_+=(\gamma-1)/\zeta$, because $\gamma^2-1=-\zeta^2$. The constant terms require $-Z=(2c+E_0/c)q_+$ and $Zq_+=E_0/c$. Both hold for $E_0=c^2(\gamma-1)$: the first right-hand side is then $c(\gamma+1)(\gamma-1)/\zeta=-c\zeta=-Z$.

For the normalization, $\int_0^\infty r^{2\gamma}e^{-2Zr}dr=\Gamma(2\gamma+1)/(2Z)^{2\gamma+1}$, so the radial density is
\begin{equation}
P_0^2+Q_0^2=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}r^{2\gamma}e^{-2Zr}.
\label{density}
\end{equation}
Since $1+q_+^2=1+(1-\gamma)/(1+\gamma)=2/(1+\gamma)$, the large component carries the fraction $P_0^2/(P_0^2+Q_0^2)=(1+\gamma)/2$.

\subsection*{Two exact relations for the shift}

Let $P,Q$ solve the finite-nucleus problem with energy $E=E_0+\Delta E$ and potential $V=V_0+\delta V$. Differentiate $P_0Q-Q_0P$ and insert the radial equations for both solutions. The $1/r$ terms and the $2c$ terms cancel, leaving
\begin{equation}
(P_0Q-Q_0P)'=-\frac{\Delta E-\delta V}{c}(P_0P+Q_0Q).
\label{wronskian}
\end{equation}
Outside the nucleus $\delta V=0$, and the bound solutions vanish at infinity. Integration from $R$ to infinity gives
\begin{equation}
\Delta E=\frac{c\,[P_0Q-Q_0P]_{r=R}}{\int_R^\infty(P_0P+Q_0Q)\,dr}.
\label{surface}
\end{equation}
Integration from zero to infinity, where both boundary values vanish, gives instead
\begin{equation}
\Delta E=\frac{\int_0^R\delta V\,(P_0P+Q_0Q)\,dr}{\int_0^\infty(P_0P+Q_0Q)\,dr}.
\label{volume}
\end{equation}
Neither relation assumes a small shift. The first gives the scaling law; the second will show what first-order perturbation theory misses.

\subsection*{Matching at the nuclear surface}

Just outside a small nucleus the $\zeta/r$ terms dominate $2c$ and $E/c$ for a heavy atom. Keeping them alone and trying $(P,Q)=r^s(1,q)$ gives $s-1=\zeta q$ and $q(s+1)=-\zeta$. Hence $s^2=1-\zeta^2$, and there are two solutions:
\[
s=\pm\gamma,\qquad q_\pm=\frac{\pm\gamma-1}{\zeta}.
\]
The point nucleus admits the first one. A finite nucleus mixes in some of the second:
\[
P=A(r^\gamma+b r^{-\gamma}),\qquad
Q=A(q_+r^\gamma+b q_-r^{-\gamma}).
\]
Let $\rho$ be the ratio $Q/P$ that the interior solution delivers at $R$, in the limit $R\to0$. With $\beta=bR^{-2\gamma}$, continuity requires
\[
\frac{q_++\beta q_-}{1+\beta}=\rho
\quad\Longrightarrow\quad
\beta=\frac{\rho-q_+}{q_--\rho},\qquad
1+\beta=\frac{q_--q_+}{q_--\rho}.
\]

The scale of $(P,Q)$ cancels in \eqref{surface}. We choose $A$ equal to the amplitude of $P_0$, so that the denominator tends to one and $P(R)=P_0(R)(1+\beta)$ at leading order. Because $Q_0=q_+P_0$ and $q_--q_+=-2\gamma/\zeta$,
\begin{align*}
\Delta E&\simeq c\,P_0(R)^2(1+\beta)(\rho-q_+)\\
&=c\,P_0(R)^2\,\frac{2\gamma}{\zeta}\,
\frac{\rho-q_+}{\rho-q_-}.
\end{align*}
The density \eqref{density} gives, at leading order,
\[
P_0(R)^2=\frac{1+\gamma}{2}\,
\frac{2Z(2ZR)^{2\gamma}}{\Gamma(2\gamma+1)}.
\]
With $cZ/\zeta=c^2=Z^2/\zeta^2$ the result is
\begin{equation}
\boxed{\Delta E\simeq Z^2F\,(2ZR)^{2\gamma},\quad
F=\frac{2\gamma(1+\gamma)}{\zeta^2\Gamma(2\gamma+1)}
\frac{\rho-q_+}{\rho-q_-}.}
\label{law}
\end{equation}

At fixed $Z$ the shift therefore grows as $R^{2\gamma}$. The dependence on $Z$ is not a pure power, since $Z$ also enters $F$ and $\gamma$.

The neglected terms can be estimated. The factor $e^{-2ZR}$ and the corrections to the regular solution are of relative order $ZR$. The $2c$ term changes the irregular solution by relative order $c^2R/Z$, which need not be small in a light atom, but that solution has weight $\beta=O(\zeta^2)$, and the product is again of order $ZR$. At finite $R$ the interior ratio $u=Q/P$ also differs from $\rho$. The terms dropped from its equation in the next section are $RE/c\sim\zeta\,ZR$ and $2cR\,u^2\sim cR\zeta^2=\zeta\,ZR$; compared with $\rho-q_+=O(\zeta)$ these are again of relative order $ZR$. In the denominator of \eqref{surface} the irregular part contributes about $A^2b\int r^{\gamma}r^{-\gamma}dr$ over a range $1/Z$, with $A^2\sim Z^{2\gamma+1}$ and $b=\beta R^{2\gamma}$. This is $\beta(ZR)^{2\gamma}$, enhanced by at most $c^2r/Z\sim1/\zeta^2$ at $r\sim1/Z$, hence a term of order $(ZR)^{2\gamma}$, which is the smaller one as long as $2\gamma>1$. This holds for mercury.

\subsection*{The ratio inside the nucleus}

Set $x=r/R$, $u=Q/P$ and $v(x)=-RV/c$. Multiplied by $R$, the radial equations contain $2cR$ and $RE/c$, which vanish as $R\to0$, whereas $v$ stays finite. What remains is $dP/dx=P/x+vQ$ and $dQ/dx=-Q/x-vP$, so
\begin{equation}
\frac{du}{dx}=-\frac{2u}{x}-v(1+u^2),\qquad u(0)=0,\qquad \rho=u(1).
\label{riccati}
\end{equation}
The radius has dropped out. Thus $\rho$ depends on $\zeta$ and on the shape of the charge, but it cannot alter the power of $R$.

For a uniformly charged sphere $V=-(Z/2R)(3-x^2)$ and $v=\zeta(3-x^2)/2$. Write \eqref{riccati} as $(x^2u)'=-x^2v(1+u^2)$ and expand in $\zeta$. The first order is
\[
u_1=-\frac1{x^2}\int_0^x t^2v(t)\,dt
=-\zeta\left(\frac x2-\frac{x^3}{10}\right).
\]
The next order at $x=1$ is
\begin{align*}
u_3(1)&=-\int_0^1x^2v\,u_1^2\,dx\\
&=-\zeta^3\int_0^1\left(\frac{3x^4}{8}-\frac{11x^6}{40}
+\frac{13x^8}{200}-\frac{x^{10}}{200}\right)dx\\
&=-\zeta^3\left(\frac3{40}-\frac{11}{280}+\frac{13}{1800}
-\frac1{2200}\right).
\end{align*}
Therefore
\begin{equation}
\rho=-\frac25\zeta-\frac{736}{17325}\zeta^3+O(\zeta^5).
\label{rho}
\end{equation}

For comparison, a charged shell has $v=\zeta$ inside. The solution is $u=\cot(\zeta x)-1/(\zeta x)$. Its derivative is $-\zeta/\sin^2(\zeta x)+1/(\zeta x^2)$, which is also what the right-hand side of \eqref{riccati} gives. Hence $\rho=\cot\zeta-1/\zeta$ for the shell.

\subsection*{Light atoms}

For small $\zeta$ the $u^2$ term can be dropped for any charge shape, and
\[
\rho\simeq-\int_0^1x^2v\,dx=\frac1{cR^2}\int_0^Rr^2V\,dr.
\]
In the same limit $q_+\simeq-\zeta/2=-(cR^2)^{-1}\int_0^Rr^2(Z/r)\,dr$. Subtracting,
\[
\rho-q_+\simeq\frac1{cR^2}\int_0^Rr^2\,\delta V\,dr,\qquad
\delta V=V+\frac Zr.
\]

Let $n(r)$ be the nuclear charge density, with $4\pi\int r^2n\,dr=Z$. Poisson's equation gives $(r^2\delta V')'=4\pi r^2n$ for $r>0$. Both $\delta V$ and $\delta V'$ vanish just outside the charge, and the boundary terms at the origin vanish too. Two integrations by parts yield
\begin{align*}
\int r^2\delta V\,dr&=-\frac13\int r\,(r^2\delta V')\,dr
=\frac16\int r^2(r^2\delta V')'\,dr\\
&=\frac16\int4\pi r^4n\,dr=\frac{Z r_{\rm rms}^2}{6}.
\end{align*}
So $\rho-q_+\simeq\zeta r_{\rm rms}^2/(6R^2)$, while $\rho-q_-\simeq2/\zeta$. With $\gamma\to1$ and $\Gamma(3)=2$, the prefactor in $F$ becomes $2/\zeta^2$, and
\begin{equation}
\Delta E\to Z^2\,\frac2{\zeta^2}\,(4Z^2R^2)\,
\frac{\zeta r_{\rm rms}^2}{6R^2}\,\frac\zeta2
=\frac23Z^4r_{\rm rms}^2.
\label{light}
\end{equation}
In this limit the charge shape enters through its mean square radius.

Replacing $(2ZR)^{2\gamma}$ by $(2ZR)^2$ drops a factor of about $(2ZR)^{-\zeta^2}$. Equation \eqref{light} therefore needs $\zeta^2|\ln(2ZR)|\ll1$ as well as $\zeta\ll1$. For $Z=1$ and $r_{\rm rms}=10^{-5}$ bohr, the exact Dirac shift exceeds \eqref{light} by 0.06\,\% for both the sphere and the shell.

\subsection*{Mercury}

Take $Z=80$, a uniform sphere, and the round value $r_{\rm rms}=5.5$ fm. A uniform sphere has $r_{\rm rms}^2=\int_0^Rr^4dr/\int_0^Rr^2dr=3R^2/5$. Thus
\[
r_{\rm rms}=\frac{5.5}{52917.721}=1.039\times10^{-4}\ \text{bohr},
\qquad R=\sqrt{\tfrac53}\,r_{\rm rms}=1.342\times10^{-4}\ \text{bohr}.
\]
The other ingredients are
\begin{gather*}
\zeta=0.58379,\quad\gamma=0.81191,\quad\Gamma(2\gamma+1)=1.45561,\\
2ZR=0.021469,\quad(2ZR)^{2\gamma}=1.955\times10^{-3},\\
q_+=-0.32220,\quad q_-=-3.10370.
\end{gather*}
The two terms of \eqref{rho} give $\rho=-0.2420$; numerical integration of \eqref{riccati} gives $-0.24245$. With the latter,
\[
F=\frac{2(0.81191)(1.81191)}{(0.58379)^2(1.45561)}
\times\frac{0.07975}{2.86125}=0.1653,
\]
\[
\Delta E\simeq6400\times0.1653\times1.955\times10^{-3}
=2.07\ \text{hartree}.
\]
The two-term series would have given 2.08 hartree, so the estimate can be made by hand.

The exact solution of the same Dirac model gives
\[
\boxed{\Delta E=2.03\ \text{hartree}=55.3\ \text{eV}.}
\]
This is upward, and it is $5.8\times10^{-4}$ of the point-nucleus binding energy of 3532 hartree. The exact shift lies 1.7\,\% below the leading law. At one hundredth of the radius the deficit is 0.017\,\%, and at one thousandth 0.0017\,\%, which confirms a remainder linear in $R$. The numerical check obtains the mercury shift by two separate solution methods.

The light-atom formula gives 0.295 hartree, too small by a factor of 6.9. Equation \eqref{law} shows where this factor comes from. For the uniform sphere, \eqref{light} is $Z^2(2ZR)^2/10$, so the leading law exceeds it by
\[
\frac{F}{1/10}\,(2ZR)^{2\gamma-2}
=1.653\times\frac{1.955\times10^{-3}}{(0.021469)^2}
=1.653\times4.24=7.0 .
\]
The larger part is the changed power of a small number, although the division between the two factors depends on writing that number as $2ZR$. The physical cause is that the relativistic density is concentrated more strongly near the nucleus: averaging $\delta V$ over the point-nucleus density gives 2.60 hartree (next section), 8.8 times the light-atom value, and the change of the wave function inside the nucleus removes part of this. The remainder correction brings 7.0 down to 6.9.

\subsection*{Why first-order perturbation theory is not enough}

First-order theory averages $\delta V$ over the point-nucleus density. For the uniform sphere, with $a=2\gamma$ and $e^{-2Zr}\simeq1$, it gives
\begin{align}
\Delta E^{(1)}&\simeq\frac{2Z^2(2ZR)^a}{\Gamma(a+1)}
\left[\frac1a-\frac3{2(a+1)}+\frac1{2(a+3)}\right]\nonumber\\
&=\frac{6Z^2(2ZR)^a}{\Gamma(a+1)\,a(a+1)(a+3)}.
\label{first}
\end{align}
The three terms come from $Z/r$, $-3Z/(2R)$ and $Zr^2/(2R^3)$ in $\delta V$. The power of $R$ is right, but for mercury the first-order value, with the exponential kept, is 2.60 hartree, 28\,\% above the exact shift.

Relation \eqref{volume} identifies the fault. First-order theory replaces $P,Q$ by $P_0,Q_0$ inside the nucleus. The true $P$ starts as $r$, whereas $P_0$ starts as $r^\gamma$; and the true $Q/P$ starts from zero, by \eqref{riccati}, whereas $Q_0/P_0=q_+$ throughout. In the scaled variable $x$ these differences do not fade as $R\to0$, so shrinking the nucleus does not repair the coefficient. Reducing $\zeta$ does: as $\gamma\to1$ the coefficient in \eqref{first} tends to $Z^2/10$, in agreement with \eqref{light}.

The behaviour of $P$ at the origin also matters for basis sets. At the origin $P_0/r$ diverges as $r^{\gamma-1}$, while inside the uniform sphere $P/r$ is a power series in $r^2$, as a Gaussian $s$ function is.

\subsection*{How firm the mercury value is}

At the mercury radius the local exponent $d\ln\Delta E/d\ln R$ is 1.606, slightly below $2\gamma=1.624$ because of the remainder. A 1\,\% change in radius thus changes the shift by about 1.6\,\%, or 0.9 eV. The input 5.5 fm is itself rounded at about this level, so the third digit of 55.3 eV belongs to the model input only; for real mercury nuclei, whose rms radii lie slightly below 5.5 fm, the estimate is 54 to 55 eV, depending on the isotope. Replacing the sphere by a shell with the same $r_{\rm rms}$ raises the shift by 0.4\,\%, or about 0.2 eV. Diffuse shapes move it the other way: at the same $r_{\rm rms}$ a Fermi distribution lowers the shift by about 0.2\,\% and a Gaussian one by about 1\,\%, or 0.5 eV. Among these shapes, the choice of model matters less than a 1\,\% error in the radius.

These figures hold for the one-electron ion. In neutral mercury the other electrons alter the 1s density at the nucleus and respond to the change in potential, so a total-energy shift requires a many-electron calculation.

\section*{Computed values}
\begin{verbatim}
Nuclear charge Z: 80
Input rms radius: 5.5 fm
Bohr radius: 52917.721 fm
Hartree energy: 27.21139 eV
Inverse fine-structure constant: 137.035999
rms radius: 1.03935e-04 bohr
Uniform-sphere radius R: 1.34179e-04 bohr
zeta = Z alpha: 0.58379
gamma: 0.81191
Exponent 2 gamma: 1.62381
Gamma(2 gamma + 1): 1.45561
2 Z R: 0.021469
(2 Z R)^(2 gamma): 1.95509e-03
q_reg: -0.32220
q_irr: -3.10370
Series coefficients of rho: -2/5, -736/17325
rho, two-term series: -0.24197
rho, numerical: -0.24245
Coefficient F, uniform sphere: 0.16531
Point-nucleus 1s energy: -3532.1921 hartree
Leading law with series rho: 2.0805 hartree
Leading law with numerical rho: 2.0684 hartree
Exact Dirac shift: 2.0323 hartree
Exact Dirac shift: 55.30 eV
Direct-integration shift: 2.0323 hartree
Shift / binding energy: 5.754e-04
Exact/leading - 1 at 1 R: -1.74352 percent
Exact/leading - 1 at 0.01 R: -0.01720 percent
Exact/leading - 1 at 0.001 R: -0.00172 percent
Exponent from 0.001 R to 0.01 R: 1.62374
Local exponent at mercury radius: 1.6060
First-order shift: 2.5975 hartree
First-order / exact: 1.2781
Nonrelativistic formula: 0.2950 hartree
Exact / nonrelativistic: 6.890
Shell rho: -0.19917
Shell shift, same rms radius: 2.0404 hartree
Shell/uniform - 1: 0.397 percent
Surface relation: 2.0323 hartree
Volume relation: 2.0323 hartree
Z=1 test rms radius: 1.0e-05 bohr
Z=1 exact/light formula, uniform: 1.000623
Z=1 exact/light formula, shell: 1.000625
\end{verbatim}
